# Gain condition for phonon-assisted transitions and free-carrier loss in silicon: a program that tests the result

```python
"""Phonon-assisted optical gain and free-carrier loss.
Result under test: with carriers and phonons at one temperature T, every
one-phonon indirect channel has emission/absorption = exp((dmu-hw)/kT),
so interband gain requires dmu > hw (dmu: quasi-Fermi splitting, hw: photon).
The gain of a silicon model is then compared with free-carrier absorption.
Energies in eV, densities in cm^-3, gain and loss in cm^-1.
e = hw - gap, D = dmu - gap, C = indirect absorption strength.
Channel A: photon emission also emits a phonon; channel B: absorbs one.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma, kv

KB = sc.k / sc.e
# Rough material inputs for silicon
GAP, PHONON = 1.12, 0.058
MASS_E, MASS_H = 1.1, 0.8            # density-of-states masses / m_e
COND_E, COND_H = 0.26, 0.37          # conductivity masses / m_e
MOB_E, MOB_H = 1400.0, 450.0         # lattice mobilities, cm^2/(V s)
INDEX = 3.5
REF_ENERGY, REF_ABS = 1.24, 60.0     # one absorption value, eV and cm^-1
SIGMA_MEASURED = 5e-18               # rough size per pair, cm^2
T = 300.0


def bose(temp):
    return 1 / np.expm1(PHONON / (KB * temp))


def empty_shape(e, temp):
    return (bose(temp) * max(e + PHONON, 0)**2
            + (bose(temp) + 1) * max(e - PHONON, 0)**2)


C = REF_ABS / empty_shape(REF_ENERGY - GAP, T)


def dos(mass):
    """Prefactor of sqrt(E) in the density of states, cm^-3 eV^-3/2."""
    return ((2 * mass * sc.m_e * sc.e / sc.hbar**2)**1.5
            / (2 * np.pi**2) * 1e-6)


def density(eta, mass, temp):
    u = np.linspace(0, np.sqrt(max(eta, 0) + 40), 3001)
    integral = np.sum(2 * u**2 * expit(eta - u**2)) * (u[1] - u[0])
    return dos(mass) * (KB * temp)**1.5 * integral


def fermi(n, mass, temp):
    """Quasi-Fermi energy measured from the band edge into the band."""
    eta = brentq(lambda z: density(z, mass, temp) / n - 1, -60, 3000)
    return KB * temp * eta


def levels(n, temp):
    return fermi(n, MASS_E, temp), fermi(n, MASS_H, temp)


POINTS = 1500
THETA = (np.arange(POINTS) + 0.5) * np.pi / (2 * POINTS)
SIN2, COS2 = np.sin(THETA)**2, np.cos(THETA)**2
WEIGHT = 16 / np.pi * SIN2 * COS2 * np.pi / (2 * POINTS)


def channel(eps, ef, temp, emit, absorb):
    """Emission minus absorption over all pairs with kinetic energy eps."""
    eps = np.maximum(np.atleast_1d(eps), 0)[:, None]
    fc = expit((ef[0] - eps * SIN2) / (KB * temp))
    fh = expit((ef[1] - eps * COS2) / (KB * temp))
    net = emit * fc * fh - absorb * (1 - fc) * (1 - fh)
    return C * eps[:, 0]**2 * (net @ WEIGHT)


def gain_a(e, ef, temp, temp_ph):
    nb = bose(temp_ph)
    return channel(e + PHONON, ef, temp, nb + 1, nb)


def gain_b(e, ef, temp, temp_ph):
    nb = bose(temp_ph)
    return channel(e - PHONON, ef, temp, nb, nb + 1)


def gain(e, ef, temp):
    return gain_a(e, ef, temp, temp) + gain_b(e, ef, temp, temp)


def peak(n, temp):
    ef = levels(n, temp)
    if sum(ef) <= -PHONON:
        return 0.0, -PHONON
    grid = np.linspace(-PHONON, sum(ef), 301)
    values = gain(grid, ef, temp)
    j = int(np.argmax(values))
    return values[j], grid[j]


def quantum_factor(u):
    """Quantum lattice-assisted absorption / Drude value from mobility."""
    return 8 * u / (9 * np.pi) * np.sinh(u / 2) * kv(2, u / 2)


def drude_sigma(hw, mass, mobility):
    """Drude absorption cross-section per carrier in cm^2."""
    omega = hw * sc.e / sc.hbar
    tau = mobility * 1e-4 * mass * sc.m_e / sc.e
    return 1e4 * sc.e**2 / (sc.epsilon_0 * sc.c * INDEX * mass * sc.m_e
                            * omega**2 * tau)


def lattice_sigma(hw):
    pair = drude_sigma(hw, COND_E, MOB_E) + drude_sigma(hw, COND_H, MOB_H)
    return pair * quantum_factor(hw / (KB * T))


# Second-order amplitudes from Fock-space operators, intermediate band i
def product(*factors):
    out = np.eye(1)
    for factor in factors:
        out = np.kron(out, factor)
    return out


low, par, one2, one4 = np.diag([1.], 1), np.diag([1., -1.]), np.eye(2), np.eye(4)
lad = np.diag(np.sqrt(np.arange(1., 4)), 1)
op_v = product(low, one2, one2, one4, one4)
op_i = product(par, low, one2, one4, one4)
op_c = product(par, par, low, one4, one4)
op_pt = product(one2, one2, one2, lad, one4)
op_ph = product(one2, one2, one2, one4, lad)
p_iv, p_ci, q_ci, q_iv = 0.7, 0.4, 0.9, 0.3   # photon p, phonon q couplings
hop_iv, hop_ci = op_i.T @ op_v, op_c.T @ op_i
pt_part = p_iv * hop_iv + p_ci * hop_ci
ph_part = q_ci * hop_ci + q_iv * hop_iv
V = ((op_pt + op_pt.T) @ (pt_part + pt_part.T)
     + (op_ph + op_ph.T) @ (ph_part + ph_part.T))
for sign in (1, -1):
    hw, e_i = 1.1, 2.3
    e_c = hw + sign * PHONON
    H0 = np.diag(e_i * op_i.T @ op_i + e_c * op_c.T @ op_c
                 + hw * op_pt.T @ op_pt + PHONON * op_ph.T @ op_ph)
    formula = np.sqrt(2) * np.sqrt(2 if sign == 1 else 1) * (
        p_iv * q_ci / (e_c - e_i - sign * PHONON)
        + p_ci * q_iv / (e_c - e_i - hw))
    for occ in (0, 1):
        start = np.ravel_multi_index((0, occ, 1, 1, 1), (2, 2, 2, 4, 4))
        end = np.ravel_multi_index((1, occ, 0, 2, 1 + sign), (2, 2, 2, 4, 4))
        gap0 = H0[start] - H0
        safe = np.abs(gap0) > 1e-9
        inverse = np.where(safe, 1 / np.where(safe, gap0, 1), 0)
        amplitude = np.sum(V[end] * inverse * V[:, start])
        assert abs(abs(amplitude) - abs(formula)) < 1e-10

# Thermal phonon ratio from an explicit sum over number states
numbers = np.arange(400)
prob = np.exp(-numbers * PHONON / (KB * T))
ratio_sum = np.sum(prob * (numbers + 1)) / np.sum(prob * numbers)
assert abs(ratio_sum / np.exp(PHONON / (KB * T)) - 1) < 1e-10

# Gain crossing, including a case with the splitting below the gap
crossings = []
for n in (1e19, 1e20):
    ef = levels(n, T)
    D = sum(ef)
    root = brentq(lambda e: gain(e, ef, T)[0], D - 0.015, D + 0.015)
    assert abs(root - D) < 1e-8
    crossings.append((n, D, root))
    e = D - 0.01
    nb = bose(T)
    S = (channel(e + PHONON, ef, T, nb + 1, 0)
         + channel(e - PHONON, ef, T, nb, 0))[0]
    assert abs(gain(e, ef, T)[0] / (S * (1 - np.exp((e - D) / (KB * T))))
               - 1) < 1e-8

# Unequal temperatures split the two crossings
ef = levels(1e20, T)
D = sum(ef)
T_PH = 330.0
shift = PHONON * (T / T_PH - 1)
root_a = brentq(lambda e: gain_a(e, ef, T, T_PH)[0], D - 0.02, D + 0.02)
root_b = brentq(lambda e: gain_b(e, ef, T, T_PH)[0], D - 0.02, D + 0.02)
assert abs(root_a - D - shift) < 1e-8
assert abs(root_b - D + shift) < 1e-8

# Pair integral, empty-band absorption, dilute emission
pair = quad(lambda x: np.sqrt(x * (0.1 - x)), 0, 0.1)[0]
assert abs(pair / (np.pi * 0.1**2 / 8) - 1) < 1e-6
assert abs(-gain(0.12, (-5., -5.), T)[0] / (C * empty_shape(0.12, T))
           - 1) < 1e-8
NC = dos(MASS_E) * (KB * T)**1.5 * gamma(1.5)
NV = dos(MASS_H) * (KB * T)**1.5 * gamma(1.5)
n, eps = 1e16, 0.05
dilute = channel(eps, levels(n, T), T, bose(T) + 1, 0)[0]
expected = C * (bose(T) + 1) * eps**2 * np.exp(-eps / (KB * T)) * n**2 / (NC * NV)
assert abs(dilute / expected - 1) < 2e-3

# Degenerate scaling; 4 K leaves small thermal corrections
scaling = peak(8e19, 4.0)[0] / peak(1e19, 4.0)[0]
assert abs(scaling / 16 - 1) < 0.02


def gain_bound(n, temp):
    efp = fermi(n, MASS_H, temp)
    y = np.linspace(0, max(efp, 0) + 20 * KB * temp, 20001)
    top = np.max(np.sqrt(y) * expit((efp - y) / (KB * temp)))
    return 8 * C / np.pi * (2 * bose(temp) + 1) * n / dos(MASS_E) * top


for n in (1e19, 3e19, 1e20, 1e21):
    assert 0 < peak(n, T)[0] < gain_bound(n, T)

# Quantum free-carrier factor from separate absorption and emission averages
def factor_from_rates(u):
    up = quad(lambda x: np.sqrt(x * (x + u)) * (2 * x + u) * np.exp(-x),
              0, 80, limit=300)[0]
    down = quad(lambda x: np.sqrt(x * (x - u)) * (2 * x - u) * np.exp(-x),
                u, u + 80, limit=300)[0]
    return (up - down) / (3 * u * gamma(1.5) * gamma(2.5))


for u in (0.5, 5.0, GAP / (KB * T)):
    assert abs(factor_from_rates(u) / quantum_factor(u) - 1) < 1e-6

# Low-frequency quantum limit against the Boltzmann conductivity average;
# x = s^2 is energy/kT and the scattering time is 1/s in scaled units
big = 1e4
norm = quad(lambda s: 2 * s**4 * np.exp(-s**2), 0, 9)[0]
tau_mean = quad(lambda s: 2 * s**3 * np.exp(-s**2), 0, 9)[0] / norm
drag = quad(lambda s: 2 * s**4 * np.exp(-s**2) * big**2 * s
            / (s**2 + big**2), 0, 9)[0] / norm
assert abs(drag * tau_mean / quantum_factor(0.01) - 1) < 1e-3

# Angular average of the squared polarization component of k' - k
nodes, weights = np.polynomial.legendre.leggauss(8)
k1, k2 = 0.6, 1.7
angular = np.sum(np.outer(weights, weights) / 4
                 * (k2 * nodes[:, None] - k1 * nodes[None, :])**2)
assert abs(angular - (k1**2 + k2**2) / 3) < 1e-12

# Drude cross-section against the complex refractive index
omega = GAP * sc.e / sc.hbar
tau = MOB_E * 1e-4 * COND_E * sc.m_e / sc.e
plasma2 = 1e24 * sc.e**2 / (sc.epsilon_0 * COND_E * sc.m_e)
permittivity = INDEX**2 - plasma2 / (omega**2 + 1j * omega / tau)
absorption = 2 * omega / sc.c * np.sqrt(permittivity).imag / 100
assert abs(absorption / (1e18 * drude_sigma(GAP, COND_E, MOB_E)) - 1) < 0.01


def density_for(target):
    return 10**brentq(lambda q: sum(levels(10**q, T)) - target, 16, 21)


def lattice_balance(q):
    g, e = peak(10**q, T)
    return g / (10**q * lattice_sigma(GAP + e)) - 1


n_start, n_gap = density_for(-PHONON), density_for(0.0)
n_cross = 10**brentq(lattice_balance, 19, 23, xtol=1e-4)

print("Rough silicon inputs")
print(f"temperature = {T:.0f} K; kT = {1e3*KB*T:.2f} meV")
print(f"gap = {GAP:.2f} eV; phonon energy = {1e3*PHONON:.0f} meV")
print(f"DOS masses, electron and hole = {MASS_E}, {MASS_H} m_e")
print(f"conductivity masses = {COND_E}, {COND_H} m_e")
print(f"lattice mobilities = {MOB_E:.0f}, {MOB_H:.0f} cm^2/(V s)")
print(f"refractive index = {INDEX}")
print(f"reference absorption = {REF_ABS:.0f} cm^-1 at {REF_ENERGY} eV")
print(f"rough measured-size loss per pair = {SIGMA_MEASURED:.1e} cm^2")
print("Derived quantities")
print(f"phonon number N = {bose(T):.4f}; (N+1)/N = {ratio_sum:.3f}")
print(f"absorption strength C = {C:.0f} cm^-1 eV^-2")
print(f"effective densities Nc, Nv = {NC:.3e}, {NV:.3e} cm^-3")
print(f"density where gain first appears = {n_start:.3e} cm^-3")
print(f"density where splitting equals gap = {n_gap:.3e} cm^-3")
for n, D, root in crossings:
    print(f"n = {n:.0e} cm^-3: splitting - gap = {1e3*D:.3f} meV,"
          f" gain zero - gap = {1e3*root:.3f} meV")
print(f"phonons at {T_PH:.0f} K, n = 1e20 cm^-3: zero - splitting,"
      f" A = {1e3*(root_a-sum(ef)):.3f} meV,"
      f" B = {1e3*(root_b-sum(ef)):.3f} meV")
print(f"4 K peak-gain ratio for 8 times the density = {scaling:.3f}")
print("Free-carrier cross-sections at the gap energy")
print(f"Drude electron = {drude_sigma(GAP, COND_E, MOB_E):.3e} cm^2")
print(f"Drude hole = {drude_sigma(GAP, COND_H, MOB_H):.3e} cm^2")
print(f"quantum factor = {quantum_factor(GAP/(KB*T)):.3f};"
      f" classical limit = {quantum_factor(1e-3):.4f}")
print(f"lattice estimate per pair = {lattice_sigma(GAP):.3e} cm^2")
print("Peak gain and loss at 300 K")
for n in (1e19, 3e19, 1e20):
    g, e = peak(n, T)
    loss = n * lattice_sigma(GAP + e)
    rough = n * SIGMA_MEASURED
    print(f"n = {n:.0e} cm^-3: photon at peak = {GAP+e:.4f} eV,"
          f" gain = {g:.3f} cm^-1, bound = {gain_bound(n, T):.1f} cm^-1")
    print(f"  lattice loss = {loss:.2f} cm^-1, gain/loss = {g/loss:.4f};"
          f" rough loss = {rough:.0f} cm^-1, gain/loss = {g/rough:.5f}")
    print(f"  gain per pair = {g/n:.3e} cm^2")
print(f"formal crossing with lattice loss = {n_cross:.2e} cm^-3")
print("Gain per pair at 80 K, same C")
for n in (1e18, 1e19, 1e20):
    g, e = peak(n, 80.0)
    print(f"n = {n:.0e} cm^-3: peak gain = {g:.4f} cm^-1,"
          f" gain per pair = {g/n:.3e} cm^2")
print("all tests passed")
```

Running it gives:

```
Rough silicon inputs
temperature = 300 K; kT = 25.85 meV
gap = 1.12 eV; phonon energy = 58 meV
DOS masses, electron and hole = 1.1, 0.8 m_e
conductivity masses = 0.26, 0.37 m_e
lattice mobilities = 1400, 450 cm^2/(V s)
refractive index = 3.5
reference absorption = 60 cm^-1 at 1.24 eV
rough measured-size loss per pair = 5.0e-18 cm^2
Derived quantities
phonon number N = 0.1187; (N+1)/N = 9.427
absorption strength C = 7444 cm^-1 eV^-2
effective densities Nc, Nv = 2.895e+19, 1.796e+19 cm^-3
density where gain first appears = 6.679e+18 cm^-3
density where splitting equals gap = 1.734e+19 cm^-3
n = 1e+19 cm^-3: splitting - gap = -34.420 meV, gain zero - gap = -34.420 meV
n = 1e+20 cm^-3: splitting - gap = 154.127 meV, gain zero - gap = 154.127 meV
phonons at 330 K, n = 1e20 cm^-3: zero - splitting, A = -5.273 meV, B = 5.273 meV
4 K peak-gain ratio for 8 times the density = 16.057
Free-carrier cross-sections at the gap energy
Drude electron = 1.947e-19 cm^2
Drude hole = 2.991e-19 cm^2
quantum factor = 1.796; classical limit = 1.1318
lattice estimate per pair = 8.869e-19 cm^2
Peak gain and loss at 300 K
n = 1e+19 cm^-3: photon at peak = 1.0773 eV, gain = 0.040 cm^-1, bound = 1.0 cm^-1
  lattice loss = 9.43 cm^-1, gain/loss = 0.0042; rough loss = 50 cm^-1, gain/loss = 0.00080
  gain per pair = 4.007e-21 cm^2
n = 3e+19 cm^-3: photon at peak = 1.1189 eV, gain = 3.263 cm^-1, bound = 7.5 cm^-1
  lattice loss = 26.65 cm^-1, gain/loss = 0.1225; rough loss = 150 cm^-1, gain/loss = 0.02176
  gain per pair = 1.088e-19 cm^2
n = 1e+20 cm^-3: photon at peak = 1.1773 eV, gain = 38.303 cm^-1, bound = 56.6 cm^-1
  lattice loss = 81.97 cm^-1, gain/loss = 0.4673; rough loss = 500 cm^-1, gain/loss = 0.07661
  gain per pair = 3.830e-19 cm^2
formal crossing with lattice loss = 2.53e+20 cm^-3
Gain per pair at 80 K, same C
n = 1e+18 cm^-3: peak gain = 0.0184 cm^-1, gain per pair = 1.839e-20 cm^2
n = 1e+19 cm^-3: peak gain = 1.4321 cm^-1, gain per pair = 1.432e-19 cm^2
n = 1e+20 cm^-3: peak gain = 53.6700 cm^-1, gain per pair = 5.367e-19 cm^2
all tests passed
```
